# Correcting MOS Doping Profiles for Interface-State Stretch-Out, part 2

The problem is to recover the acceptor density $N(x)$ at depth $x$ in oxidised p-type silicon from a gate-voltage sweep stretched out by interface traps. Charges and capacitances are per unit area: $C_{ox}$ (oxide), $C_{hf}$ (high-frequency), $C_{lf}$ (slow), $C_s=\varepsilon_s/W$ (silicon) and $C_{it}=-dQ_{it}/d\psi_s$ (traps in equilibrium, with charge $Q_{it}$ and state density $D_{it}$). $W$ is the depletion width, $\psi_s$ the surface potential, $V_G$ the gate voltage, $q$ the elementary charge, $\varepsilon_s$ the silicon permittivity and $v_T=kT/q$. The apparent doping $N_{app}$ follows from the slope of $1/C_{hf}^2$ against $V_G$ if stretch-out is ignored. The earlier results are

$$
\frac{d\psi_s}{dV_G}=1-\frac{C_{lf}}{C_{ox}} .\tag{1}
$$

$$
\frac1{C_{hf}}=\frac1{C_{ox}}+\frac1{C_s},\qquad
W=\varepsilon_s\left(\frac1{C_{hf}}-\frac1{C_{ox}}\right).\tag{3}
$$

$$
N(W)=N_{app}\,\frac{1-C_{lf}/C_{ox}}{1-C_{hf}/C_{ox}} .\tag{5}
$$

$$
\frac{N_{app}}{N}=1+\frac{C_{it}}{C_{ox}+C_s}.\tag{6}
$$

For any high-frequency $C_s$, equation (5) returns

$$
N_{rec}=\frac{C_s}{q\varepsilon_s\,d(1/C_s)/d\psi_s}
=\frac{2}{q\varepsilon_s\,d(1/C_s^2)/d\psi_s}.\tag{7}
$$

Near flat band, for uniform doping, $N_{rec}=N/g'(u)$ with $u=\psi_s/v_T$ and

$$
g'(u)=\frac1{1-e^{-u}}-\frac{2e^{-u}(u-1+e^{-u})}{(1-e^{-u})^3}
\simeq 1-(2u-3)e^{-u}\quad(u\gg1).\tag{8}
$$

With $N_i$ inversion electrons per unit area at mean depth $x_i$,

$$
N_{rec}=\frac{\varepsilon_s}{qW}\frac{d\psi_s}{dW}
=N(W)+\frac1W\frac{d(N_ix_i)}{dW}.\tag{9}
$$

The example has

$$
N(x)=10^{17}\ \text{cm}^{-3}\left[1-0.4\,e^{-x/(60\ \text{nm})}\right],
$$

a 10 nm oxide with $C_{ox}=0.3453$ µF/cm², $\varepsilon_s=11.7\,\varepsilon_0$, $v_T=0.02585$ V (300 K) and a slow sweep at 0.05 V/s. $D_{it}$ has a minimum of $6\times10^{11}$ cm⁻² eV⁻¹ at $\psi_s=0.417$ V and rises quadratically, doubling 0.30 V away. The synthetic curves come from Poisson's equation with mobile carriers, with traps and electrons in equilibrium with the slow sweep.

At the worked point, $\psi_s=0.40$ V, $C_{hf}=0.09763$, $C_{lf}=0.13896$, $C_s=0.1361$ and $C_{it}=0.0964$ µF/cm², and $W=76.1$ nm. The corrected doping is $8.81\times10^{16}$ cm⁻³ against a true $8.87\times10^{16}$ cm⁻³, 0.7 per cent low.

The small remaining error at the worked point can be traced to the doping gradient. In the nearly neutral silicon beyond the depletion edge, the hole density nearly follows $N(x)$. Boltzmann's relation then gives the potential there as $v_T\ln[N_b/N(x)]$ relative to the deep bulk, where $N_b$ is the bulk doping. At the edge this potential has the value $v_T\ln[N_b/N(W)]$ and the slope $-v_TN'/N$, where $N$ and its derivative $N'$ are taken at $W$. The depletion approximation set both to zero. Repeating the two integrations of Poisson's equation with these edge values gives

$$
\psi_s=\frac{q}{\varepsilon_s}\int_0^W xN(x)\,dx+v_T\ln\frac{N_b}{N}+Wv_T\frac{N'}{N}.
$$

On differentiation the second term gives $-v_TN'/N$, which cancels part of the derivative of the third, and there remains

$$
\frac{d\psi_s}{dW}=\frac{qNW}{\varepsilon_s}\left[1+\lambda_D^2\frac{d}{dW}\frac{N'}{N}\right],
\qquad \lambda_D^2=\frac{\varepsilon_sv_T}{qN}.
$$

The magnitude of the silicon charge is $\varepsilon_s$ times the surface field, or $q\int_0^WN\,dx+\varepsilon_sv_TN'/N$. Its derivative is $qN$ times the same bracket, so $C_s=\varepsilon_s/W$ still holds. Since $N_{rec}=(\varepsilon_s/qW)\,d\psi_s/dW$, the square bracket is the ratio of recovered to true doping. The Debye length $\lambda_D$ is 12.9 nm at the bulk doping, so $\lambda_D^2=188$ nm² at the worked point. There the assumed profile gives $d(N'/N)/dW=-4.0\times10^{-5}$ nm⁻². The bracket is then about $1-188\times4.0\times10^{-5}=0.992$, a deficit close to the 0.7 per cent found.

The algebra can be separated from these carrier effects by computing the curves within the depletion approximation. For depletion widths between 15 and 110 nm, the depletion charge and surface potential were found by integrating the profile, the trap charge was added, and the resulting curves were differentiated numerically. Away from the end points, equation (5) returned the profile with a largest relative error of $2\times10^{-9}$. When an inversion charge of zero thickness, growing exponentially with $\psi_s$, was added at the interface, the error was $2\times10^{-8}$. These tests confirm that neither nonuniform doping nor a sheet of inversion charge upsets the correction within this model.

The same depletion model shows what happens when the traps lag. Let the trap charge relax towards its equilibrium value with a time constant of 1 s while the gate is swept at 0.5 V/s, starting from equilibrium. With $C_{lf}$ taken from this same sweep, the recovered doping had a largest relative error of $2\times10^{-8}$. With $C_{lf}$ taken from an equilibrium sweep and matched at the same depletion width, the recovered doping was too low by as much as 22.5 per cent. This peak comes early in the sweep, near $W=24$ nm for a start at 15 nm; the error nearly vanishes near 79 nm and is about 4.5 per cent near 94 nm. The reason follows from equation (1). Along a lagging sweep the traps have an effective capacitance $C_{it}^*=-dQ_{it}/d\psi_s$ that differs from $C_{it}$. Repeating the steps that led to equation (6), the mixed procedure returns

$$
\frac{N_{mixed}}N=\frac{C_{ox}+C_s+C_{it}^*}{C_{ox}+C_s+C_{it}} .
$$

It corrects too much where $C_{it}^*<C_{it}$, that is, where the traps take up less charge for a further small rise of $\psi_s$ than they would in equilibrium. Two separately measured curves may be combined if both are in equilibrium, or if their histories give the same charge at each voltage; otherwise the slow capacitance must belong to the sweep that supplied the high-frequency slope.

The opposite requirement, that traps should not follow the fast signal, limits the profile near the surface. Consider a state with electron occupation $f$ that exchanges holes with the valence band. It captures a hole at the rate $c\,p_sf$ and emits one at the rate $e(1-f)$, where $p_s$ is the surface hole density, $c$ the capture coefficient and $e$ the emission coefficient. Thus

$$
\frac{df}{dt}=-c\,p_sf+e(1-f).
$$

In equilibrium $e=c\,p_sf/(1-f)$. A small signal $\delta\psi_s$ at angular frequency $\omega$ changes the hole density by $\delta p_s=-p_s\,\delta\psi_s/v_T$. Linearising the rate equation, with $i$ the imaginary unit, gives

$$
i\omega\,\delta f=-\left(c\,p_s+e\right)\delta f+c\,p_sf\,\frac{\delta\psi_s}{v_T}.
$$

Since $c\,p_s+e=c\,p_s/(1-f)$, this becomes, with $\tau=1/(c\,p_s)$,

$$
\delta f=\frac{f(1-f)}{1+i\omega\tau(1-f)}\frac{\delta\psi_s}{v_T}.
$$

For a continuum of states of nearly constant density the responses must be summed over energy. The Fermi function satisfies $|dE|=kT\,df/[f(1-f)]$, which cancels the factor $f(1-f)$. The complex trap capacitance is therefore

$$
C_{it}\int_0^1\frac{df}{1+i\omega\tau(1-f)}
=C_{it}\,\frac{\ln(1+i\omega\tau)}{i\omega\tau}
=C_{it}\left[\frac{\arctan\omega\tau}{\omega\tau}
-i\,\frac{\ln(1+\omega^2\tau^2)}{2\omega\tau}\right].
$$

The real part stores charge and the imaginary part describes loss. For $\omega\tau\gg1$ the stored part is $\Delta\simeq\pi C_{it}/(2\omega\tau)$. It is small, but it varies as $p_s$, that is, as $e^{-\psi_s/v_T}$, and the extraction differentiates it. Replace $C_s$ by $C_s+\Delta$ in equation (7) and expand to first order, $1/(C_s+\Delta)^2\simeq1/C_s^2-2\Delta/C_s^3$. The unperturbed slope is $d(1/C_s^2)/d\psi_s=2/(q\varepsilon_sN)$, which also implies $dC_s/d\psi_s=-C_s^3/(q\varepsilon_sN)$. With $d\Delta/d\psi_s\simeq-\Delta/v_T$, the slope becomes

$$
\frac{d}{d\psi_s}\frac1{(C_s+\Delta)^2}
\simeq\frac{2}{q\varepsilon_sN}
\left[1+\frac{\Delta}{C_s}\left(\frac{W^2}{\lambda_D^2}-3\right)\right].
$$

Here $q\varepsilon_sN/(C_s^2v_T)=W^2/\lambda_D^2$ was used. When the depletion layer is many Debye lengths wide, a small error in capacitance becomes a much larger error in doping.

For a test signal of 1 MHz, take a capture cross section of $10^{-16}$ cm² and a thermal velocity of $10^7$ cm/s, both rough values, whose product is $c$. The numerical estimate replaces $p_s$ by the sum of surface hole and electron densities, a simple interpolation for states that exchange both carriers, and includes the loss. It assigns to all responding states the density found at the Fermi level. In this example the density rises towards the valence band, where many of the responding states lie, so the shifts given below are too small, by about a quarter at 0.20 V and about a half at 0.30 V. At $\psi_s=0.20$ V it gives $\omega\tau=144$. The measured $C_{hf}$ rises by only 0.53 per cent, yet the recovered doping falls by 8.9 per cent. The expansion explains this magnification. Since $\delta C_{hf}/C_{hf}=(C_{hf}/C_s)(\delta C_s/C_s)$ and $C_{hf}/C_s=0.64$ at this bias, $\Delta/C_s$ is about 0.0083. With $W=52.7$ nm and $\lambda_D^2=201$ nm², the slope rises by $0.0083\times(13.8-3)$, or 9 per cent, and the doping falls by about 8 per cent. In the numerical estimate, the decrease of $D_{it}$ with $\psi_s$ in this range, omitted from the expansion, adds to the fall.

At 0.25 V the shift in doping is $-1.8$ per cent and at 0.30 V it is $-0.3$ per cent. For these trap parameters, and with accurately measured capacitances, the profile can thus be trusted to within about two per cent from near 0.30 V, or a depth of 66 nm, up to about 0.80 V, beyond which the inversion layer interferes. The upper limit assumes that no electrons are supplied from outside the surface region within a period of the fast signal. Above midgap the traps can then exchange electrons only with the few already at the surface. The sum of hole and electron densities used above would let them draw on an unlimited supply, so that estimate should be kept to the lower part of the range. While hole exchange dominates, a tenfold larger cross section moves a given $\omega\tau$ to a surface potential higher by $v_T\ln10$, about 0.06 V; a tenfold higher frequency moves it down by the same amount. On the slow side there is room to spare at the worked point. The trap time is 0.041 s, while the surface potential takes 0.87 s to move by $v_T$.

Nearer flat band the traps follow the fast signal still more closely, and the hole tail adds an error of its own that would remain if they were perfectly frozen. With frozen traps, the corrected doping at $\psi_s=0.08$ V is $0.96\times10^{17}$ cm⁻³ against a true value of $0.76\times10^{17}$ cm⁻³, an excess of 26 per cent. If the potential of the depletion edge is subtracted, the local band bending is $u=0.08/0.02585-\ln(1/0.76)=2.8$. Equation (8) then gives $g'=0.79$ and an excess of about 26 per cent. The close agreement should not be pressed, since equation (8) ignores the doping gradient. At the other end, at 0.85 V, the correction factor has fallen to 0.466. It brings an apparent doping of $2.08\times10^{17}$ down to $0.97\times10^{17}$ cm⁻³, where the true value is $0.94\times10^{17}$ cm⁻³. The sign of the remaining 3.5 per cent error agrees with equation (9). Its size holds only for electrons that stay fixed in depth during the fast signal, as the calculation assumes. In a real inversion layer they can shift in depth even when their number is frozen, and the error is then larger: about 8 per cent at 0.85 V and 1 per cent at 0.80 V in the same classical model, or about 10 and 1.5 per cent if the traps also exchange electrons with the layer.

Errors in the measured capacitances also enter the factor. At fixed $C_{ox}$ and $C_{hf}$, equation (5) gives

$$
\frac{\delta N}{N}=-\frac{C_{lf}/C_{ox}}{1-C_{lf}/C_{ox}}
\frac{\delta C_{lf}}{C_{lf}} .
$$

At the worked point a calibration error of $+1$ per cent in $C_{lf}$ lowers the doping by 0.67 per cent. At 0.85 V, where $C_{lf}/C_{ox}$ is about 0.63, the same error lowers it by 1.7 per cent. Suppose that the oxide capacitance is read in accumulation, where the holes have a finite mean depth. If that depth is 1 nm, a rough value, the reading is 3.2 per cent below the true $C_{ox}$. By equation (3) this shifts the depth scale by $-1$ nm, and it lowers the doping at the worked point by 0.9 per cent.

Leakage adds directly to the current from which $C_{lf}$ is found. At $\psi_s=0.65$ V the displacement current is $7.4\times10^{-9}$ A/cm², so a leakage of only $7\times10^{-11}$ A/cm² would cause an error of about one per cent in $C_{lf}$. If the interface charge is zero at flat band and the oxide contains no charge, the oxide field there is 0.63 MV/cm, far below a breakdown field of roughly 10 MV/cm. A semiclassical tunnelling estimate, with a barrier of 3.1 eV and an electron mass of 0.42 free-electron masses, gives a current density of the order of $10^{-43}$ A/cm². Its prefactor is uncertain by several powers of ten, which does not matter beside a displacement current near $10^{-8}$ A/cm². Tunnelling through a perfect oxide is therefore negligible here; conduction through defects is not covered by that estimate. The leading correction to Boltzmann statistics at the bulk doping is 0.12 per cent in the relation between hole density and Fermi level, too small to matter in this comparison. The calculation also takes all the boron to be ionised. In the neutral bulk several per cent of it is not, but these acceptors become ionised when the holes are driven out, so the depletion charge is still set by the full acceptor density.

These parameters resemble a thermal oxide on boron-doped silicon that has not been annealed in hydrogen, for which interface-state densities of roughly $10^{11}$ to $10^{12}$ cm⁻² eV⁻¹ are reasonable. A good hydrogen anneal can bring the density near midgap to the order of $10^{10}$ cm⁻² eV⁻¹. With the oxide and depletion width of the worked point held fixed, equation (6) then gives an uncorrected excess of about 0.3 per cent, and the correction hardly matters. In the more defective structure it matters a great deal, but a real capacitor may break the assumption of frozen traps; for the cross section used here this lowers the doping by roughly 12 per cent at 0.20 V and by well under one per cent at 0.40 V. Real interfaces may also carry charge that varies from place to place. The surface potential then differs across the gate, and equation (5), applied to the total capacitances, no longer refers to a single depletion edge. The size of that error depends on the pattern of charge and has not been estimated here.

## Table of computed values

```
Temperature 300 K, thermal voltage 0.02585 V
Oxide 10.0 nm, Cox 0.3453 uF/cm2
Relative permittivity: Si 11.7, oxide 3.9
Bulk doping 1.00e+17 cm^-3, ni 1.0e+10 cm^-3
Surface loss 0.40, decay 60 nm
Dit minimum 6.0e+11 /cm2/eV at psi 0.417 V
Dit doubles 0.30 V away from its minimum
Sweep 0.050 V/s, test signal 1.0 MHz
Depletion-model tests, largest relative error:
  corrected doping 2.0e-09
  overestimate 1+Cit/(Cox+Cs) 6.7e-10
  with inversion sheet 2.2e-08
Lagging traps: time 1.0 s, sweep 0.5 V/s
  Clf of same sweep, error 1.8e-08
  Clf of equilibrium sweep, error 22.5 %
Poisson solver against first integral: 2.0e-04
Worked point, psi = 0.40 V (full Poisson):
  VG above zero-charge reference 0.8606 V
  Chf 0.09763, Clf 0.13896 uF/cm2
  Cs 0.13612, Cit 0.09643 uF/cm2
  Dit 6.019e+11 /cm2/eV
  d(1/Chf^2)/dVG 113.920 cm4/uF2/V
  1-Clf/Cox 0.59758, 1-Chf/Cox 0.71727
  factor 0.83313, W 76.11 nm
  N_app 1.0578e+17, corrected 8.8124e+16 cm^-3
  true N(W) 8.8749e+16 cm^-3
psi V | W nm | factor | N_app, N_corr, N_true in 1e17 cm^-3
  0.08 |  30.78 | 0.7584 | 1.2677 0.9615 0.7605
  0.20 |  52.67 | 0.7875 | 1.0534 0.8295 0.8337
  0.30 |  65.62 | 0.8197 | 1.0472 0.8584 0.8660
  0.40 |  76.11 | 0.8331 | 1.0578 0.8812 0.8875
  0.50 |  85.12 | 0.8185 | 1.0971 0.8980 0.9032
  0.60 |  93.14 | 0.7757 | 1.1743 0.9109 0.9153
  0.85 | 110.29 | 0.4662 | 2.0783 0.9690 0.9364
Window psi 0.20 to 0.65 V:
  largest corrected error 0.92 %
  uncorrected excess 19.2 to 33.5 %
Trap cross section 1e-16 cm2, v 1e+07 cm/s
Trap response at test frequency: psi, omega*tau, shifts of Chf, N
  0.20 V, 1.44e+02, 0.529 %, -8.92 %
  0.25 V, 9.95e+02, 0.076 %, -1.83 %
  0.30 V, 6.89e+03, 0.011 %, -0.33 %
  0.40 V, 2.58e+05, 0.000 %, -0.01 %
At worked point: trap time 4.11e-02 s, dwell per kT 0.87 s
Cox read with 1.0 nm hole layer: -3.23 %
  shifts N by -0.94 %, W by -1.00 nm
Clf gain +1 % shifts N by -0.67 %
Oxide field at psi 0.65 V: 0.630 MV/cm
  log10 tunnel current in A/cm2: -42.8
  displacement current 7.44e-09 A/cm2
Degeneracy correction 0.12 %, Debye length 12.93 nm
```
